# Length and velocity forms of phonon-assisted absorption in a confined model

An electron in a thin silicon layer absorbs a mid-infrared photon and emits a phonon that carries it into another conduction valley. In the example worked out below, keeping two intermediate states per valley gives 1.12 times the complete absorption strength if light couples through the position \(z\), and 0.65 times if it couples through the velocity \(v\). The two couplings describe the same light, so the disagreement comes from the truncation. The derivation shows what makes the two forms equal and which term is lost when states are dropped.

## Model and the two couplings

Valleys A and B each have a ladder of levels for motion along \(z\), with

\[
H_0=p\,\frac{1}{2m(z)}\,p+V(z),\qquad p=-i\hbar\frac{d}{dz}. \tag{1}
\]

Both \(m\) and \(V\) may differ between valleys. All wavefunctions vanish at the walls of a finite box. The initial state \(i\) lies in A and the final state \(f\) in B. The in-plane motion is taken at the valley minima.

The part of the phonon coupling that emits a phonon of energy \(\hbar\Omega\) is \(Wb^\dagger\), with \(W=w(z)|B\rangle\langle A|\). It is local: it changes the valley but contains no derivative, and \(z\) acts alike in both valleys, so

\[
[z,W]=0. \tag{2}
\]

The electron has charge \(-e\), and the light is polarised along \(z\) in the dipole approximation. The absorbing part of the vector potential is \(A_0e^{-i\omega t}\). Since \(E=-\partial A/\partial t\), the field amplitude is \(E_0=i\omega A_0\).

Replacing \(p\) by \(p+eA\) in (1) gives \(H_0+eAv+e^2A^2/2m\), with

\[
v=\frac12\left(p\,\frac1m+\frac1m\,p\right). \tag{3}
\]

The last term is quadratic in the field and does not enter a one-photon amplitude. This is the velocity form. Now transform the state with \(U=e^{ieAz/\hbar}\). Because \(UpU^\dagger=p-eA\), the kinetic term returns to that of (1). The time dependence of \(U\) adds \(i\hbar\dot UU^\dagger=-e\dot Az=eEz\), which is the length form. By (2), \(U\) leaves \(W\) unchanged. The perturbations are therefore \(eA_0v\) and \(eE_0z\), with the same phonon coupling.

## Second-order amplitude

The photon may be absorbed before or after the phonon is emitted. For \(O=z\) or \(O=v\),

\[
T_O=\underbrace{\sum_{n\in A}\frac{W_{fn}O_{ni}}{D_{1n}}}_{T_{O1}}+\underbrace{\sum_{n\in B}\frac{O_{fn}W_{ni}}{D_{2n}}}_{T_{O2}}, \tag{4}
\]

\[
D_{1n}=E_i+\hbar\omega-E_n,\qquad D_{2n}=E_i-\hbar\Omega-E_n. \tag{5}
\]

In the first ordering the electron has gained the photon energy when it reaches \(n\); in the second it has paid for the phonon. The sums include \(n=i\) and \(n=f\), and no denominator may vanish. The phonon-number factor is common to both forms and is omitted. Energy conservation requires

\[
E_f=E_i+\hbar\omega-\hbar\Omega. \tag{6}
\]

The claim to be proved is

\[
T_v=i\omega T_z. \tag{7}
\]

It makes the physical amplitudes equal, because \(eE_0T_z=e(i\omega A_0)T_z=eA_0T_v\).

## Proof for complete sums

The potential commutes with \(z\), and \([p,z]=-i\hbar\), so

\[
[H_0,z]=[p,z]\frac1{2m}p+p\frac1{2m}[p,z]=-i\hbar v. \tag{8}
\]

Take this between eigenstates \(a\) and \(b\) of one valley. Multiplication by \(z\) keeps a wavefunction zero at the walls, so \(H_0\) may act to the left without a boundary term:

\[
v_{ab}=\frac{i}{\hbar}(E_a-E_b)z_{ab}. \tag{9}
\]

For the photon-first ordering, (5) gives \(E_n-E_i=\hbar\omega-D_{1n}\). The second piece cancels the denominator:

\[
T_{v1}=\frac{i}{\hbar}\sum_{n\in A}W_{fn}z_{ni}\frac{\hbar\omega-D_{1n}}{D_{1n}}
=\frac{i}{\hbar}\left[\hbar\omega T_{z1}-\sum_{n\in A}W_{fn}z_{ni}\right]. \tag{10}
\]

For the phonon-first ordering, (6) and (5) give \(E_f-E_n=\hbar\omega+D_{2n}\). Hence

\[
T_{v2}=\frac{i}{\hbar}\left[\hbar\omega T_{z2}+\sum_{n\in B}z_{fn}W_{ni}\right]. \tag{11}
\]

The states of each valley are complete, so the leftover sums are \((Wz)_{fi}\) and \((zW)_{fi}\). Adding (10) and (11),

\[
T_v=i\omega T_z+\frac{i}{\hbar}\langle f|[z,W]|i\rangle=i\omega T_z, \tag{12}
\]

where the last step is (2). Unless \((Wz)_{fi}\) happens to vanish, neither ordering satisfies (7) by itself: the leftovers cancel between them.

Phonon absorption follows by changing \(\Omega\) to \(-\Omega\) and using the absorbing part of the coupling, which is also local.

## What truncation removes

Let \(P_A\) and \(P_B\) project onto the eigenstates kept in the two valleys. Equation (9) still holds for every retained element, and (10) and (11) hold term by term. Only closure fails:

\[
T_v^P-i\omega T_z^P=\frac{i}{\hbar}\langle f|\left(zP_BW-WP_Az\right)|i\rangle. \tag{13}
\]

The right side is generally nonzero, but it can vanish. Suppose that \(i\) and \(f\) have the same real envelope and that the two ladders are identical and cut at the same level. The two products in (13) are then equal for every local \(w(z)\), and truncation causes no disagreement.

Equation (13) also has a meaning as an interaction. Suppose \(i\) and \(f\) are among the retained states, and start from the length form in the reduced space. The projected operators \(z_P=PzP\) and \(W_P=PWP\), with \(P=P_A+P_B\), need not commute. Going over to the velocity form uses the inverse of the earlier transformation, \(e^{-ieAz_P/\hbar}\), and therefore changes the phonon coupling:

\[
W_P\;\rightarrow\;W_P-\frac{ieA}{\hbar}[z_P,W_P]+\dots \tag{14}
\]

The new term absorbs a photon and emits a phonon at one vertex. Its contribution cancels (13), so the corrected velocity result equals the truncated length result. It does not supply the missing states, and the common value may still be wrong.

Dropping one time ordering is also a truncation, and it harms the length form in a further way. Move the origin so that \(z\) becomes \(z+a\). Only diagonal elements change. The term \(n=i\) in \(T_{z1}\) gains \(aW_{fi}/\hbar\omega\). The term \(n=f\) in \(T_{z2}\) has \(D_{2f}=-\hbar\omega\) and gains \(-aW_{fi}/\hbar\omega\). The gains cancel in the sum, but one ordering alone depends on an arbitrary origin whenever \(W_{fi}\neq0\).

## Other ways to lose the equality

If the energies miss (6) by \(\delta=E_f-E_i-\hbar\omega+\hbar\Omega\), then \(E_f-E_n=\hbar\omega+\delta+D_{2n}\), while (10) is unchanged. Thus

\[
T_v-i\omega T_z=\frac{i}{\hbar}\,\delta\,T_{z2}. \tag{15}
\]

Suppose instead that damping is represented by adding \(i\eta\) to each denominator. Written with the new denominators \(D'\), the energy differences are \(E_n-E_i=\hbar\omega+i\eta-D'_{1n}\) and \(E_f-E_n=\hbar\omega-i\eta+D'_{2n}\). The closure terms cancel as before, leaving

\[
T_v-i\omega T_z=-\frac{\eta}{\hbar}\,(T_{z1}-T_{z2}). \tag{16}
\]

Here the forms differ even with all states, because this damping was inserted without a matching change in the light coupling.

If \(W\) contains a derivative, the commutator in (12) survives. For \(W=w(z)\,\ell\,d/dz\), with \(\ell\) a length, \([z,d/dz]=-1\) gives a difference \(-(i\ell/\hbar)w_{fi}\).

## The same result from coupled states

Consider the coupled Hamiltonian

\[
H=H_0+\hbar\Omega b^\dagger b+Wb^\dagger+W^\dagger b \tag{17}
\]

in the space of A without a phonon and B with one phonon. This space is closed under \(H\). To first order in \(W\), the states that grow from \(i\) and \(f\) are

\[
|I\rangle=|i,0\rangle+\sum_{n\in B}\frac{W_{ni}}{E_i-\hbar\Omega-E_n}|n,1\rangle,\qquad
|F\rangle=|f,1\rangle+\sum_{n\in A}\frac{(W^\dagger)_{nf}}{E_f+\hbar\Omega-E_n}|n,0\rangle. \tag{18}
\]

By (6), \(E_f+\hbar\Omega=E_i+\hbar\omega\), so \(\langle F|z|I\rangle\) is the sum (4) with \(O=z\). Locality gives \([H,z]=[H_0,z]\). Therefore, for any two eigenstates of (17),

\[
\langle F|v|I\rangle=\frac{i}{\hbar}(E_F-E_I)\langle F|z|I\rangle. \tag{19}
\]

To first order this is (7), but (19) does not require weak coupling. The frequency is then set by the coupled energies.

## All phonon wavevectors

For \(w=e^{-iqz}\), with unit coupling, the amplitude is a Fourier transform, \(T_O(q)=\int e^{-iqz}K_O(z)\,dz\). With real envelopes \(\varphi\),

\[
K_O(z)=\varphi_f(z)\sum_{n\in A}\frac{\varphi_n(z)O_{ni}}{D_{1n}}+\varphi_i(z)\sum_{n\in B}\frac{O_{fn}\varphi_n(z)}{D_{2n}}. \tag{20}
\]

Equation (7) holds for every \(q\), so \(K_v(z)=i\omega K_z(z)\) at every point. If \(q\) is unrestricted and the phonon energy and coupling do not depend on it, the absorption between the valley minima is proportional to

\[
S=\int\frac{dq}{2\pi}|T_z(q)|^2=\int|K_z(z)|^2dz, \tag{21}
\]

because the \(q\) integral of \(e^{-iq(z-z')}/2\pi\) is \(\delta(z-z')\). The velocity form gives \(\int|K_v|^2dz/\omega^2\).

## A 5 nm silicon layer

Take a (001) silicon layer 5 nm thick, with 1.5 nm of oxide on each side inside the box. Rough typical parameters are a 3.1 eV barrier, a field of 0.10 MV/cm and a 59 meV intervalley phonon. The masses along \(z\) are \(0.916m_0\) in A, \(0.19m_0\) in B and \(0.5m_0\) in the oxide. The barrier and \(1/m\) change smoothly at each interface, as \(\tanh(z/s)\) measured from the interface, with \(s=0.15\) nm. The origin is at mid-layer.

Each ladder was diagonalised in 200 sine functions, with integrals by Gauss–Legendre quadrature and velocity elements from derivatives of the wavefunctions. "Complete" below means all 200 states. The lowest levels are

- A: 15.1, 67.2, 149.9, 265.0 and 411.6 meV;
- B: 63.2, 254.9, 572.0 and 1012.5 meV.

The transition runs from A1 to B2. Equation (6) gives \(\hbar\omega=254.9-15.1+59\approx299\) meV, a wavelength of 4.15 µm. The smallest photon-first denominator belongs to A4: \(15.1+298.7-265.0\approx49\) meV. The smallest phonon-first one belongs to B1: \(15.1-59-63.2\approx-107\) meV.

At \(q=1\ \mathrm{nm^{-1}}\) both forms give \(|T_z|=|T_v|/\omega=4.824\) nm/eV, and the complete strength is \(S=14.0\ \mathrm{nm/eV^2}\). With the lowest \(N\) states kept in each valley, the strengths relative to \(S\) are

| \(N\) | length | velocity |
|---:|---:|---:|
| 1 | 1.723 | 0.735 |
| 2 | 1.117 | 0.647 |
| 3 | 0.840 | 0.871 |
| 4 | 0.999 | 1.009 |
| 5 | 0.999 | 1.000 |
| 8 | 1.000 | 1.000 |

The first row can be read from (9). The velocity form weights the path through B1 by \((254.9-63.2)/298.7=0.642\) relative to the length form. In strength this is 0.412, so the B1 path alone has a length strength of \(0.735/0.412=1.78\). The listed 1.72 also contains the diagonal element of A1, which has no velocity counterpart. Since \(f\)=B2 is absent at \(N=1\), that length value depends on the origin.

At \(N=3\) the two forms nearly agree, yet both are 13 to 16% below the complete strength. Agreement between truncated forms is therefore no proof of convergence. Nor is one form better throughout: velocity is closer at \(N=1\), length at \(N=2\). The improvement at \(N=4\) comes from A4, which has the small denominator. Adding A4 alone to the \(N=3\) set gives 1.000 in length form and 1.008 in velocity form, while adding B4 alone leaves 0.839 and 0.872.

Keeping all states but only the photon-first ordering gives 0.332 in length form and 0.035 in velocity form. Moving the origin to the interface at \(z=-2.5\) nm changes the length value to 0.826. Restoring both orderings with \(\eta=10\) meV gives 0.989 and 0.986. Equation (16) gives the difference between the amplitudes, which is larger than these nearly equal strengths suggest.

For a coupling of 30 meV at the same \(q\), diagonalising (17) gives a dipole element of 0.131 nm from either side of (19). First-order theory would give \(0.030\times4.824=0.145\) nm. The forms still agree where the first-order amplitude is about 10% too large.

## Relation to a real layer

Silicon-on-insulator layers of this thickness can be made, but the model describes absorption by electrons already in the conduction band, not indirect absorption across the silicon gap. The phonon can also supply in-plane momentum. For an electron starting at the minimum of A1, 299 meV is therefore the onset of transitions into B2 with phonon emission, which continue at higher photon energies. Transitions from A1 to B1 with in-plane motion add a background there of about 5% of \(S\). Phonon-assisted transitions from A1 into A1 to A3 of the opposite valley on the same axis add another. For equal phonon coupling, weighted by the densities of states, it is about 2% of the B2 step. The couplings need not be equal: with one common set of deformation potentials, \(11\times10^8\) eV/cm for this process against \(2\times10^8\) eV/cm for A to B, it reaches roughly half of the step. One source of energy error is nonparabolicity, which depends on direction. Along the long axis of a valley the band stays nearly parabolic, so the A levels move little. B2 involves motion across the axis and is lowered. The common isotropic estimate \(\alpha E^2\), with \(\alpha\approx0.5\ \mathrm{eV^{-1}}\), gives 32 meV for B2 and probably overstates the shift. A shift that large would lower the photon energy by about 11% and reduce the 49 meV denominator of A4 to about 16 meV. With the matrix elements of \(z\) and the envelopes held fixed, \(S\) would rise by nearly half. For a shift of 10 meV, the photon energy and \(S\) each change by only 3 to 4%. Thickening the layer by one atomic step, 0.136 nm, lowers the photon energy by 11 meV, so roughness smears the onset.

Remote bands also act as intermediate states. Assigning the light mass to one remote band at a rough gap \(E_g=4\) eV gives a dipole length \([\hbar^2(m_0/m-1)/(2m_0E_g)]^{1/2}\approx0.20\) nm. With equal phonon coupling, its amplitude \(0.20/4=0.05\) nm/eV is about 1% of \(|T_z|\). The same band also mixes into the B states, which adds to \(W\) a derivative term with \(\ell\approx0.2\) nm. For equal coupling this changes \(T_z\) at \(q=1\ \mathrm{nm^{-1}}\) by a further 1 to 2%.

If the field ends on charge in the layer, Gauss's law gives \(6.5\times10^{11}\ \mathrm{cm^{-2}}\) electrons. Spread uniformly, they would make the field fall linearly to zero across the layer. The potential drop would then be 25 meV instead of the 50 meV used here, with a bow of about 6 meV from a straight line. At 300 K they fill about 15% of the states at the A1 edge, if all are assigned to that subband. The Boltzmann ratio of A2 to A1 is 0.13, so transitions from A2 would add to the spectrum. So would transitions from B1, which lies only 48 meV above A1 and belongs to four valleys rather than two; it holds about five times as many electrons as A2, nearly 40% of the total. With the electrons shared among the subbands, the filling at the A1 edge is about 8%. The phonon occupation is 0.11, which also permits transitions into B2 with phonon absorption, starting at a photon energy of 181 meV. The field drops only 50 meV across the layer, far below the silicon gap of about 1.1 eV, so breakdown within the layer is not a concern here. These corrections alter the predicted spectrum. They leave (12) intact as long as the enlarged model conserves energy as in (6), has no damping added by hand, takes its velocity from its own Hamiltonian through \([H_0,z]=-i\hbar v\), and keeps a local phonon coupling and all its intermediate states.

Numbers in the example were calculated in double precision.
